# Nickel-nickel hopping through a bent Ni-O-Ni bridge

## Problem

In perovskite nickelates, which are studied as correlated-oxide switches, an electron passes from one nickel ion to the next through the oxygen between them. The Ni-O-Ni angle $\theta$ is $180^\circ$ in the ideal cubic structure and smaller when the NiO$_6$ octahedra are tilted. By what percentage does the magnitude of the effective Ni-Ni hopping change when $\theta$ goes from $180^\circ$ to $155^\circ$?

Use the following one-electron model.

- Each Ni carries one $e_g$ orbital of the axial form $3z^2-r^2$, whose axis points at the shared oxygen. The octahedra turn as rigid bodies, so this axis follows the bond when the bridge bends.
- The oxygen carries its three 2p orbitals, all at energy $\varepsilon_p$. The d orbitals lie at $\varepsilon_d=\varepsilon_p+\Delta$, with $\Delta>0$.
- The coupling between a d orbital and the p orbital directed along its bond is $V$. The Ni-O length is held fixed, so $V$ does not change with $\theta$.
- Orbitals on different atoms are treated as orthogonal, and direct Ni-Ni hopping is left out.

For numbers take $V=1.5$ eV, $\Delta=3$ eV and a Ni-O length of 1.95 angstrom. The algebra is in atomic units; since its relations contain nothing but energies and angles, they hold equally with all energies in eV.

## A tempting solution

Let the $x$ axis run parallel to the line joining the two Ni ions. In the straight bridge the electron travels through the p orbital that points along this line, $p_x$. When the bridge bends, each bond makes an angle

$$\beta=\frac{180^\circ-\theta}{2}$$

with the line, which is $12.5^\circ$ for $\theta=155^\circ$. The coupling of each d orbital to $p_x$ is then reduced from $V$ to $V\cos\beta$. The two ions sit on opposite lobes of $p_x$, so the couplings have opposite signs. Second-order perturbation theory multiplies the two couplings and divides by the energy separation:

$$h_{\text{tempting}}=\frac{(-V\cos\beta)(V\cos\beta)}{\Delta}=-\frac{V^2}{\Delta}\cos^2\beta .$$

With the given numbers this is $-0.7500$ eV for the straight bridge and $-0.7149$ eV for the bent one. The hopping appears to fall by $0.0351/0.7500$, or 4.7 percent.

## Where it fails

Each factor in that expression is correct. The fault is that the sum over intermediate states stops after one p orbital. In the straight bridge this does no harm, because the p orbitals perpendicular to the line do not couple to the d orbitals. Once the bridge bends, the bonds acquire a component perpendicular to the line, and a second p orbital starts to carry electrons between the ions.

A right-angled bridge exposes the error. At $\theta=90^\circ$ we have $\beta=45^\circ$, and the tempting formula gives $-V^2/(2\Delta)$, half the straight value. But the three p orbitals are degenerate, so we may choose them along any perpendicular axes. Choose one along each bond. The first d orbital then couples to one p orbital and the second d orbital to another. No p orbital is shared, and the hopping through the shell must vanish. A result that depends on how the axes of a degenerate shell are drawn has lost part of that shell.

## Right solution

### Coupling of one d orbital to the p shell

Let $\mathbf n_i$ be the unit vector from the oxygen to nickel $i$. First choose the p orbitals to suit this bond: $p_n$ along $\mathbf n_i$ and two others perpendicular to it. Take the coupling to be a two-centre one, meaning that the Hamiltonian acting between the two atoms is unchanged by rotations about the bond. Under a half turn about the bond the axial d orbital is unchanged, while a perpendicular p orbital changes sign. Their matrix element therefore equals its own negative and is zero. What remains is $\langle p_n|H|d_i\rangle=V$.

A p orbital behaves as a vector under rotation, so the orbital along a fixed axis $a$ contains $p_n$ with weight $n_{i,a}$, the component of $\mathbf n_i$ on that axis. Hence

$$\langle p_a|H|d_i\rangle=V\,n_{i,a},\qquad a=x,y,z. \tag{1}$$

The same $V$, with the same sign, applies to both bonds, because each bond is a rotated copy of the other and $\mathbf n_i$ points from O to Ni in both.

The other $e_g$ orbital on each Ni may be left out. About the bond it has the form $\xi^2-\eta^2$, where $\xi$ and $\eta$ are the coordinates perpendicular to the bond. A quarter turn reverses its sign but leaves $p_n$ alone; a half turn leaves it alone but reverses the perpendicular p orbitals. All three couplings vanish.

### Eliminating the oxygen

Write a stationary state of energy $E$ with amplitudes $c_i$ on the d orbitals and $b_a$ on the p orbitals. The Schrödinger equation reads

$$(E-\varepsilon_d)\,c_i=\sum_a V n_{i,a}\,b_a,\qquad (E-\varepsilon_p)\,b_a=\sum_j V n_{j,a}\,c_j .$$

Solve the second equation for $b_a$ and insert it in the first:

$$(E-\varepsilon_d)\,c_i=\frac{V^2}{E-\varepsilon_p}\sum_j(\mathbf n_i\cdot\mathbf n_j)\,c_j .$$

No approximation has been made so far. For weak coupling the d-like states lie near $\varepsilon_d$, and $E-\varepsilon_p$ on the right may be replaced by $\Delta$. The relative error of this step is of order $V^2/\Delta^2$. The equation then describes two d orbitals with an effective Hamiltonian.

Its diagonal part, $j=i$, is $V^2/\Delta$. It raises both d levels equally and does not depend on the angle. Its off-diagonal part is the effective hopping. Since the angle between $\mathbf n_1$ and $\mathbf n_2$ is the Ni-O-Ni angle,

$$h(\theta)=\frac{V^2}{\Delta}\,\mathbf n_1\cdot\mathbf n_2=\frac{V^2}{\Delta}\cos\theta . \tag{2}$$

This vanishes at $90^\circ$, as it must.

The negative sign for the straight bridge has a direct meaning. In the combination $d_1+d_2$ the two couplings to $p_x$ cancel, so this state stays at $\varepsilon_d$. The combination $d_1-d_2$ couples to $p_x$ and is pushed upward. A negative $h$ expresses this order of the levels. Reversing the sign convention of one d orbital would reverse $h$ at every angle, so the ratio of two hoppings is unaffected.

### The two paths

To see what the tempting solution missed, place the bridge in the $xy$ plane with

$$\mathbf n_1=(-\cos\beta,-\sin\beta,0),\qquad \mathbf n_2=(\cos\beta,-\sin\beta,0).$$

The products of components give one contribution for each p orbital:

$$h_x=-\frac{V^2}{\Delta}\cos^2\beta,\qquad h_y=+\frac{V^2}{\Delta}\sin^2\beta,\qquad h_z=0 .$$

Their sum is $-(V^2/\Delta)\cos2\beta$. Because $2\beta=180^\circ-\theta$, this is equation (2) again.

The path through $p_y$ has the opposite sign because both ions lie on the same side of the oxygen, and so face the same lobe of $p_y$. Bending therefore costs hopping twice. The $p_x$ path loses $(V^2/\Delta)(1-\cos^2\beta)=(V^2/\Delta)\sin^2\beta$, and the $p_y$ path cancels an equal amount of what is left. The tempting solution found half of the loss.

### Numbers

The straight hopping is $-(1.5)^2/3=-0.7500$ eV, or $-0.02756$ hartree. At $155^\circ$ the two paths give

$$h=-0.7149+0.0351=-0.6797\ \text{eV},$$

where the last digit reflects rounding of the two terms. This is $-0.02498$ hartree. The ratio is

$$\frac{|h(155^\circ)|}{|h(180^\circ)|}=\cos25^\circ=0.9063,$$

so **the magnitude of the hopping falls by about 9.4 percent**. In this approximation $V$ and $\Delta$ cancel from the ratio.

The ions meanwhile come closer together: their distance, $2\times1.95\cos\beta$ angstrom, shrinks from 3.900 to 3.808 angstrom. The hopping through oxygen falls all the same, because at fixed bond length it is governed by the angle.

For a small bend $\delta=\pi-\theta$, in radians, the reduction is $1-\cos\delta\approx\delta^2/2$. Here that gives 9.5 percent, close to the full value. The quadratic law means that, in second order, a nearly straight bridge is insensitive to bending, while an already bent one responds to small further changes. At $157^\circ$ the reduction is 7.9 percent and at $153^\circ$ it is 10.9 percent.

## Strong coupling

With $V/\Delta=0.5$ the coupling is not weak, and the replacement of $E-\varepsilon_p$ by $\Delta$ needs examination. The model can be solved without it.

Form $d_\pm=(d_1\pm d_2)/\sqrt2$. By equation (1) their couplings to the p shell are the vectors $V(\mathbf n_1\pm\mathbf n_2)/\sqrt2$. These two vectors are perpendicular, since $(\mathbf n_1+\mathbf n_2)\cdot(\mathbf n_1-\mathbf n_2)=1-1=0$, so the two combinations use different p orbitals and do not mix. The squared coupling strengths are

$$\frac{V^2}{2}\,|\mathbf n_1\pm\mathbf n_2|^2=\frac{V^2}{2}(2\pm2\cos\theta)=V^2(1\pm\cos\theta).$$

Each combination thus forms a two-level problem with separation $\Delta$, whose upper, d-like energy is

$$E_\pm=\varepsilon_p+\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+V^2(1\pm\cos\theta)} .$$

An effective pair of equivalent orbitals with hopping $h$ has levels $e\pm h$, where $e$ is their common energy. Therefore $h=(E_+-E_-)/2$, or

$$h=\frac12\left[\sqrt{\frac{\Delta^2}{4}+V^2(1+\cos\theta)}-\sqrt{\frac{\Delta^2}{4}+V^2(1-\cos\theta)}\,\right]. \tag{3}$$

For the straight bridge, in eV,

$$h=\tfrac12\left[\sqrt{2.25}-\sqrt{2.25+4.5}\,\right]=-0.549 .$$

At $155^\circ$ equation (3) gives $-0.494$ eV. The straight hopping is 27 percent smaller in magnitude than its second-order value, yet the reduction on bending moves merely from 9.4 to 10.0 percent.

The weak-coupling expansion suggests why the ratio is sturdier than the hopping itself. Put $g=V^2/\Delta^2$ and $c=\cos\theta$, and use $\sqrt{1/4+y}=1/2+y-y^2+2y^3-\dots$ with $y=g(1\pm c)$. Half the difference of the two roots is

$$\frac{h}{\Delta}=gc-2g^2c+g^3(6c+2c^3)-\dots$$

The first correction is also proportional to $c$. It changes the hopping by the same factor at every angle and drops out of the ratio, whose own correction begins at relative order $g^2$. For the straight bridge this series converges when $8g<1$. Here $g=0.25$, so the expansion explains the trend at weak coupling, and the numbers above rest on the closed form (3).

The ratio does not stay near its second-order value when $\Delta$ becomes small. With $V=1.5$ eV, equation (3) gives a reduction of 13.6 percent at $\Delta=1$ eV and 17.1 percent at $\Delta=0.5$ eV. As $\Delta\to0$ it tends to $h=(V/\sqrt2)[\cos(\theta/2)-\sin(\theta/2)]$. The reduction at $155^\circ$ then approaches 24 percent, and for small bends it grows linearly, as $\delta/2$, rather than quadratically.

These numbers also refer to an isolated bridge. In a perovskite lattice each Ni has six oxygen neighbours. With the same couplings and the same angle at every oxygen, the squared strengths $V^2(1\pm\cos\theta)$ are replaced at the $e_g$ band edges by $3V^2(1\pm\cos\theta)$. The bandwidth then falls by 11.3 percent for $\Delta=3$ eV.

## If the d axes did not follow the bonds

At $V/\Delta=0.5$ the rigid turning of the octahedra matters more than the correction for strong coupling. Suppose instead that both d axes stayed along the Ni-Ni line while the oxygen moved off it. Each axis would then make the angle $\beta$ with its bond.

Let $\zeta$ be the direction cosine of the electron's position, seen from Ni, along the bond, and $\xi,\eta$ those perpendicular to it, with $\xi$ in the plane of the bridge. The fixed-axis orbital has the angular form $\tfrac12[3(\zeta\cos\beta+\xi\sin\beta)^2-1]$. Expand the square and write $\xi^2=\tfrac12(1-\zeta^2)+\tfrac12(\xi^2-\eta^2)$. Collecting terms gives

$$P\,\frac{3\zeta^2-1}{2}+\sqrt3\sin\beta\cos\beta\,\big(\sqrt3\,\zeta\xi\big)+\frac{\sqrt3}{2}\sin^2\beta\,\Big[\frac{\sqrt3}{2}(\xi^2-\eta^2)\Big],$$

with $P=(3\cos^2\beta-1)/2$. The first part couples to the p orbital along the bond with strength $PV$. The second couples sideways, to the perpendicular p orbital in the plane, with a pi coupling $V_\pi$. The third does not couple.

In second order, and with sigma coupling alone, each bond contributes a factor $P$:

$$\frac{|h(155^\circ)|}{|h(180^\circ)|}=P^2\cos25^\circ=(0.9297)^2(0.9063)=0.783,$$

a reduction of 21.7 percent. To include the pi part, set $A=PV$ and $B=\sqrt3\sin\beta\cos\beta\,V_\pi$. The coupling vectors are $A\mathbf n_i+B\mathbf e_i$, with $\mathbf e_1=(-\sin\beta,\cos\beta,0)$ and $\mathbf e_2=(\sin\beta,\cos\beta,0)$. Their scalar product gives

$$h=-\frac{(A^2-B^2)\cos2\beta+2AB\sin2\beta}{\Delta}.$$

For an assumed $V_\pi=-0.46\,V$ the product $AB$ is negative, the last term opposes the first, and the reduction grows to 37.5 percent. This figure depends strongly on the assumed ratio: $V_\pi=-0.27\,V$ gives about 30 percent. With fixed axes the second $e_g$ orbital also couples weakly to the p shell, which is not included here. The nine-percent answer thus belongs to tilted rigid octahedra, not to an oxygen displaced between fixed d orbitals.

## Comparison with real nickelates

An angle of $155^\circ$ lies within the range found among the rare-earth nickelates. The values of $V$ and $\Delta$ are rough one-electron parameters. In particular, $\Delta$ is not the many-electron charge-transfer energy, which in these oxides is small or even negative. Electron repulsion is absent from the model.

Several neglected effects can be sized separately in second order, each with the other settings held fixed. At $V/\Delta=0.5$ the results are estimates of size, not precise values.

- **Oxygen 2s orbital.** It is isotropic, so it adds the same positive amount $V_s^2/\Delta_s$ to $h$ at both angles. With assumed values $V_s=1.3$ eV and $\Delta_s=18$ eV the hoppings become $-0.656$ and $-0.586$ eV. The loss in eV is unchanged but is taken from a smaller total, and the reduction becomes 10.7 percent.
- **Split p levels.** If the p orbitals perpendicular to the Ni-Ni line lie 0.5 eV closer to the d level than $p_x$, the opposing path is strengthened and the reduction becomes 10.3 percent.
- **Mixing with $t_{2g}$ orbitals.** The bend opens hopping from an axial orbital on one Ni to a pi-type orbital on the other, of magnitude $|VV_\pi\sin\theta|/\Delta=0.146$ eV for the same $V_\pi$. This is a new channel, and its effect on the bands is not included here.
- **Bond length.** With the rough rule $V\propto d^{-7/2}$, where $d$ is the Ni-O length, the hopping varies as $d^{-7}$. If both bonds of the bent bridge are 1 percent longer than those of the straight one, a further 6.7 percent of the bent hopping is lost, for a total reduction of about 15 percent.

The assumption of equal bond lengths therefore needs care, for example when films strained by different substrates are compared: a difference of 1 percent between the straight and the bent bridge shifts the second-order answer by more than half its own size. A change common to both bridges cancels from the second-order ratio.

The loss of hopping, 0.070 eV in second order, is about twice the thermal energy of 0.0345 eV at 400 K. That comparison does not yield a switching temperature. The calculation compares two static structures and gives the change in one hopping amplitude; the metal-insulator transition also involves electron repulsion and lattice distortion. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
INPUTS (rough model values)
sigma coupling V: 1.50 eV
d-p level separation: 3.00 eV
V divided by separation: 0.50
bent Ni-O-Ni angle: 155 degrees
Ni-O length: 1.95 angstrom
Ni-Ni distance, straight: 3.900 angstrom
Ni-Ni distance, bent: 3.808 angstrom
MAIN RESULT (second order)
hopping at 180 degrees: -0.7500 eV
  the same: -0.02756 hartree
hopping at 155 degrees: -0.6797 eV
  the same: -0.02498 hartree
path by p along Ni-Ni, bent: -0.7149 eV
path by p across Ni-Ni, bent: 0.0351 eV
loss in the along path: 0.0351 eV
total loss of magnitude: 0.0703 eV
ratio bent/straight: 0.9063
reduction: 9.37 percent
small-bend estimate: 9.52 percent
NEGLECTED EFFECTS
full diagonalization, 180 degrees: -0.5490 eV
full diagonalization, 155 degrees: -0.4942 eV
reduction, full diagonalization: 9.98 percent
O 2s coupling assumed: 1.30 eV
d-2s separation assumed: 18.0 eV
hopping with 2s path, 180 degrees: -0.6561 eV
hopping with 2s path, 155 degrees: -0.5858 eV
reduction with 2s path: 10.71 percent
p-level splitting assumed: 0.50 eV
reduction with split p: 10.31 percent
pi/sigma coupling ratio assumed: -0.46
reduction, frozen d axes, sigma: 21.7 percent
reduction, frozen d axes, sigma+pi: 37.5 percent
e_g to t2g hopping opened by bend: 0.146 eV
extra loss, 1 percent longer bonds: 6.7 percent
reduction at 153 degrees: 10.9 percent
reduction at 157 degrees: 7.9 percent
temperature of use assumed: 400 K
thermal energy there: 0.0345 eV
```
